# Fisher's concentration profile along an isolated grain boundary

A diffusion barrier such as a TiN film under copper can keep its crystals nearly free of copper and still leak, because atoms move much faster along the boundaries between the crystals. An atom travelling down a boundary may also step sideways into the crystal, where it moves slowly. The depth reached therefore depends on a competition between transport along the boundary and leakage through its two faces. What concentration does the boundary have at depth $y$ after time $t$?

## Model and assumptions

The solid fills $y>0$ and contains no solute at $t=0$. One flat boundary, a slab of width $\delta$ and diffusivity $D_b$, runs perpendicular to the surface. The crystal on either side has diffusivity $D$. Both diffusivities are constant, so the equations are linear. The surface is held at concentration $c_0$ for $t>0$. Let $x$ be the distance into the crystal from a slab face, $c(x,y,t)$ the crystal concentration and $c_b(y,t)$ the slab concentration.

The assumptions are:

- **A1.** Segregation is unity: $c(0,y,t)=c_b(y,t)$.
- **A2.** The concentration is uniform across the slab.
- **A3.** Solute stored in the slab is negligible beside solute leaked from it.
- **A4.** In the crystal, solute moves laterally, along $x$, and enters through the slab faces.
- **A5.** Other boundaries and the back of the solid are too far away to matter.
- **A6.** The leakage at time $t$ is what it would be if $c_b$ had held its present value since $t=0$.

A1 to A5 describe a physical regime. A6 is of another kind: it contradicts the growth of $c_b$ that it is used to calculate. Its cost is worked out below.

Consider a slab element of height $dy$ and unit length in the third direction. The axial flux is $-D_b\,\partial c_b/\partial y$, so the net axial gain is $\delta D_b\,(\partial^2c_b/\partial y^2)\,dy$. The flux leaving through one face is $J=-D\,(\partial c/\partial x)_{x=0}$, and there are two faces. Dividing the balance by $dy$ gives

$$\delta\frac{\partial c_b}{\partial t}=\delta D_b\frac{\partial^2c_b}{\partial y^2}-2J. \tag{1}$$

## The leakage from a constant wall

**Lemma 1.** Let $u_t=Du_{xx}$ for $x>0$, with $u(x,0)=0$, $u(0,t)=C$ constant and $u\to0$ as $x\to\infty$. Then

$$u=C\,\mathrm{erfc}\frac{x}{2\sqrt{Dt}},\qquad J=C\sqrt{\frac{D}{\pi t}}. \tag{2}$$

**Proof.** The problem supplies no length except $\sqrt{Dt}$, so try $u=Cf(\xi)$ with $\xi=x/(2\sqrt{Dt})$. Since $\partial\xi/\partial t=-\xi/(2t)$ and $\partial\xi/\partial x=1/(2\sqrt{Dt})$,

$$-\frac{\xi}{2t}f'=D\,\frac{f''}{4Dt}\quad\Longrightarrow\quad f''+2\xi f'=0.$$

Hence $f'=-Ae^{-\xi^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ require $A\int_0^\infty e^{-\xi^2}d\xi=A\sqrt\pi/2=1$, so $A=2/\sqrt\pi$ and $f=\mathrm{erfc}\,\xi$. The flux is

$$J=-\frac{DCf'(0)}{2\sqrt{Dt}}=\frac{DC}{2\sqrt{Dt}}\,\frac{2}{\sqrt\pi}=C\sqrt{\frac{D}{\pi t}}.\qquad\blacksquare$$

## Fisher's profile

**Theorem 1.** Under A1 to A6, the boundary concentration that stays bounded at depth is

$$c_b=c_0e^{-\kappa y},\qquad \kappa=\frac{(4D/\pi t)^{1/4}}{(\delta D_b)^{1/2}}. \tag{3}$$

**Proof.** A3 removes the left side of (1). By A4 and A6, Lemma 1 applies at each depth with $C=c_b(y,t)$. Thus

$$\delta D_b\frac{\partial^2c_b}{\partial y^2}=2c_b\sqrt{\frac{D}{\pi t}},$$

$$\frac{\partial^2c_b}{\partial y^2}=\kappa^2c_b,\qquad \kappa^2=\frac{2}{\delta D_b}\sqrt{\frac{D}{\pi t}}=\frac{\sqrt{4D/\pi t}}{\delta D_b}. \tag{4}$$

Time is only a parameter here. The general solution is $A_1e^{\kappa y}+A_2e^{-\kappa y}$. Boundedness gives $A_1=0$, and the surface value gives $A_2=c_0$. The positive root of $\kappa^2$ is (3). $\blacksquare$

The decay length $1/\kappa$ grows as $t^{1/4}$, more slowly than the $t^{1/2}$ of free diffusion. It grows at all because the crystal beside the boundary fills up and the leakage for a given $c_b$ weakens as $t^{-1/2}$. A larger $D$ shortens the penetration, since it strengthens the leak.

**Remark 1 (conditions for A2 to A4).** Each neglected term can be estimated from (3).

*Axial diffusion in the crystal.* The term $D\,\partial^2c/\partial y^2$ is of order $D\kappa^2c$, while the lateral term is of order $c/t$. Their ratio is

$$\kappa^2Dt=\frac{2D\sqrt{Dt}}{\sqrt\pi\,\delta D_b}=\frac{1}{\sqrt\pi\,\beta},\qquad \beta=\frac{\delta D_b}{2D\sqrt{Dt}}.$$

A4 therefore needs $\beta\gg1$. It also needs depths well beyond $\sqrt{Dt}$, which solute entering directly through the crystal surface has barely reached.

*Storage.* Because $\kappa\propto t^{-1/4}$, equation (3) gives $\partial c_b/\partial t=\kappa y\,c_b/(4t)$. The ratio of storage to leakage is

$$\frac{\delta\,\kappa y\,c_b/(4t)}{2c_b\sqrt{D/\pi t}}=\frac{\sqrt\pi}{8}\,\frac{\delta}{\sqrt{Dt}}\,\kappa y. \tag{5}$$

A3 needs $\sqrt{Dt}\gg\delta$, and it weakens with depth.

*Uniformity across the slab.* With storage neglected, $\partial^2c/\partial x'^2=-\partial^2c/\partial y^2=-\kappa^2c$ inside the slab, where $x'$ is measured from its midplane. The symmetric solution varies as $\cos\kappa x'$, so the relative drop from midplane to face is $1-\cos(\kappa\delta/2)\approx\kappa^2\delta^2/8$. A2 needs $\kappa\delta\ll1$.

## Removing the constant-history assumption

**Lemma 2.** Keep A1 to A5 but drop A6. Then $c_b=c_0G(s)$, where

$$G(s)=\sum_{n=0}^{\infty}\frac{(-s)^n}{n!\,\Gamma(1-n/4)},\qquad s=\pi^{1/4}\kappa y, \tag{6}$$

and $c_b$ increases with time at every $y>0$.

**Proof.** Build the changing wall concentration from small steps. A step $(\partial c_b/\partial\tau)\,d\tau$ made at time $\tau$ has age $t-\tau$, and Lemma 1 gives its flux. By linearity,

$$J(t)=\sqrt{\frac D\pi}\int_0^t\frac{\partial c_b}{\partial\tau}\frac{d\tau}{\sqrt{t-\tau}}. \tag{7}$$

Let $\bar c=\int_0^\infty e^{-pt}c_b\,dt$. Since $c_b=0$ at $t=0$ for $y>0$, the transform of $\partial c_b/\partial t$ is $p\bar c$. The transform of $t^{-1/2}$ is $\sqrt{\pi/p}$. The convolution (7) becomes $\bar J=\sqrt{D/\pi}\;p\bar c\,\sqrt{\pi/p}=\sqrt{Dp}\,\bar c$, and (1) without storage becomes

$$\frac{\partial^2\bar c}{\partial y^2}=\frac{2\sqrt{Dp}}{\delta D_b}\,\bar c,\qquad \bar c(0)=\frac{c_0}{p}.$$

The bounded solution is

$$\bar c=\frac{c_0}{p}e^{-ap^{1/4}},\qquad a=\frac{\sqrt2\,D^{1/4}y}{\sqrt{\delta D_b}}. \tag{8}$$

To invert it, wrap the inversion contour around the negative real $p$ axis. There $e^{pt}$ decays exponentially in $|p|$, while the sum of the absolute values of the terms of $e^{-ap^{1/4}}$ grows only as $e^{a|p|^{1/4}}$. Term-by-term inversion is therefore allowed. The inverse of $p^{n/4-1}$ on this contour is $t^{-n/4}/\Gamma(1-n/4)$, taken as zero at the poles of the gamma function. This gives (6) with $s=at^{-1/4}$. Because $4^{1/4}=\sqrt2$, comparison with (3) gives $s=\pi^{1/4}\kappa y$.

For the growth in time, note that Lemma 1 with $D=C=1$ solves $p\bar u=\bar u''$, $\bar u(0)=1/p$. So $\mathrm{erfc}(b/2\sqrt t)$ has transform $e^{-b\sqrt p}/p$, and its time derivative

$$f_b(t)=\frac{b}{2\sqrt\pi\,t^{3/2}}e^{-b^2/4t}>0$$

has transform $e^{-b\sqrt p}$. Using this with $\sqrt p$ in place of $p$,

$$e^{-ap^{1/4}}=\int_0^\infty f_a(v)\,e^{-v\sqrt p}\,dv.$$

Each factor $e^{-v\sqrt p}$ is the transform of $f_v(t)$. Hence $\partial c_b/\partial t=c_0\int_0^\infty f_a(v)f_v(t)\,dv>0$. $\blacksquare$

**Theorem 2.** Under A1 to A5, Fisher's expression lies above the history-corrected concentration:

$$G(s)<e^{-\kappa y}\qquad(y>0).$$

**Proof.** In (7), $\partial c_b/\partial\tau>0$ and $(t-\tau)^{-1/2}>t^{-1/2}$ for $0<\tau<t$. Therefore

$$J>\sqrt{\frac{D}{\pi t}}\int_0^t\frac{\partial c_b}{\partial\tau}d\tau=c_b\sqrt{\frac{D}{\pi t}},$$

and the balance gives $\partial^2c_b/\partial y^2>\kappa^2c_b$. Let $w=c_0e^{-\kappa y}-c_b$. Then $w''-\kappa^2w<0$.

Both parts of $w$ vanish at great depth. For $c_b$ this follows from the positivity of its time derivative: for any $p>0$,

$$c_b(t)=\int_0^t\frac{\partial c_b}{\partial\tau}d\tau\le e^{pt}\int_0^\infty e^{-p\tau}\frac{\partial c_b}{\partial\tau}d\tau=c_0e^{pt-ap^{1/4}}, \tag{9}$$

which tends to zero as $a\to\infty$. Also $w(0)=0$. If $w$ were zero or negative at some $y>0$, it would have a minimum with $w\le0$ at a positive depth. There $w''\ge0$ and $-\kappa^2w\ge0$, which contradicts $w''-\kappa^2w<0$. So $w>0$. $\blacksquare$

The physical reason is that solute which arrived recently has a steep profile in the crystal and leaks fast. Fisher's closure treats all of it as old.

## Shallow and deep limits

Near the surface, the first terms of the two results are

$$G=1-\frac{s}{\Gamma(3/4)}+\dots=1-0.816\,s+\dots,$$

$$e^{-\kappa y}=1-\frac{s}{\pi^{1/4}}+\dots=1-0.751\,s+\dots$$

The initial slopes differ by about 9% of Fisher's slope, although the local leakage at $y=0$ is the same in both. The slope at the surface measures the total supply, and without storage this equals the leakage summed over all depths, where the two descriptions differ.

At great depth, choose $p$ in (9) to make the bound smallest. Setting the derivative of $pt-ap^{1/4}$ to zero gives $t=\tfrac14ap^{-3/4}$, so $ap^{1/4}=4pt$ and the exponent is $-3pt$. Define $q=pt$. With $a=st^{1/4}$, the stationary condition becomes $q=(s/4)^{4/3}$, hence

$$G(s)\le e^{-3(s/4)^{4/3}}.$$

The same point is the saddle point of the inversion integral. In units with $t=1$, the second derivative of $p-sp^{1/4}$ there is $\tfrac{3}{16}sp^{-7/4}=3/(4q)$, because $s=4q^{3/4}$. The Gaussian integral along the vertical contour, with the factor $1/p=1/q$, gives

$$G\simeq\frac1q\,\frac{e^{-3q}}{\sqrt{2\pi\cdot3/(4q)}}=\sqrt{\frac{2}{3\pi q}}\;e^{-3q}\qquad(s\gg1). \tag{10}$$

So $\ln G$ falls as $y^{4/3}$, whereas Fisher's logarithm is linear in $y$. The error of (3) relative to $G$ grows without limit in this model. At very great depth, A3 must be examined again as well, since storage gains on leakage there.

## Example: copper in a TiN film

Take a film 500 nm thick, annealed for 1 h at 900 °C, with $D=10^{-16}$ cm²/s, $D_b=10^{-12}$ cm²/s and $\delta=0.5$ nm. These are rough values chosen for the regime, not measurements. In nanometres and seconds, $D=0.01$ nm²/s, $D_b=100$ nm²/s and $\delta D_b=50$ nm³/s. Then

$$\sqrt{Dt}=\sqrt{0.01\times3600}=6.0\ \text{nm},$$

$$\kappa=\frac{[4(0.01)/(3600\pi)]^{1/4}}{\sqrt{50}}=0.00613\ \text{nm}^{-1},\qquad \frac1\kappa=163\ \text{nm}.$$

The conditions of Remark 1 hold: $\sqrt{Dt}/\delta=12$, $\beta\approx417$, $\kappa^2Dt\approx0.0014$, and the relative drop across half the slab is of order $10^{-6}$. The concentrations $c_b/c_0$ are:

| Depth (nm) | Fisher | $G$ | Full slab |
|---|---|---|---|
| 150 | 0.399 | 0.343 | 0.338 |
| 300 | 0.159 | 0.104 | 0.099 |
| 500 | 0.047 | 0.018 | 0.016 |

The last column is a two-dimensional numerical solution for an isolated slab, with storage, axial crystal diffusion and direct entry through the crystal surface. It keeps A1, A2 and A5. Its grid leaves the values 0.07 to 0.3% low: the exact solution of the same model gives 0.3385, 0.0994 and 0.01605, so the last digit of 0.338, and of the 0.0160 quoted below, is uncertain by one unit.

Relative to $G$, Fisher's value is too high by 16%, 53% and 162% at the three depths. For the same local $c_b$, the leakage with its true history exceeds Fisher's by factors of 1.38, 1.73 and 2.16. Within the isolated-slab model, A6 is thus the main source of error, even though the conditions of Remark 1 are met. In a film only 500 nm thick, A5 also fails near the back interface, as shown below.

At 500 nm, $s=4.08$ and $q=1.03$, so (10) gives about 0.021 against $G=0.018$. The deep limit is already a fair guide.

In the isolated slab, storage is the next correction. Equation (5), which rests on Fisher's profile, gives only its order of magnitude at 500 nm: $(\sqrt\pi/8)(1/12)(3.07)\approx0.06$ of the leakage. In the numerical solution with lateral crystal diffusion, including storage lowers the concentration there from 0.0178 to 0.0160, about 10%. Adding axial crystal diffusion and surface entry on the same grid raises it by about 0.3%.

**Remark 2 (inferring $\delta D_b$).** If a measured boundary profile has logarithmic slope $-m$, equation (3) suggests $\delta D_b=\sqrt{4D/\pi t}/m^2$. Apply this to the full-slab values at 150 and 500 nm:

$$m=\frac{\ln(0.3385/0.01605)}{350\ \text{nm}}=0.0087\ \text{nm}^{-1},$$

$$(\delta D_b)_{\text{inferred}}=50\left(\frac{0.00613}{0.0087}\right)^2\approx25\ \text{nm}^3/\text{s}.$$

This is half the value put in. The factor belongs to this depth range and these parameters; by (10) the local slope steepens with depth.

## Comparison with a real film

Sputtered TiN often has columns tens of nanometres wide, but barriers in chip wiring are usually much thinner than 500 nm, and 900 °C is far above the temperatures used in making that wiring. The example resembles an accelerated test of a thick film. The following changes are made one at a time to the full slab model, whose concentration at 500 nm is 0.0160.

- *Neighbouring boundaries.* Parallel boundaries 40 nm apart leave 0.0160 unchanged to the digits given. For crystals 10 nm wide between slab faces, the half-width of 5 nm is less than $\sqrt{Dt}$. The crystals fill, the leak weakens, and the value rises to 0.023 (0.024 if the 10 nm is measured between slab midplanes).
- *Back interface.* If copper cannot leave at depth $L=500$ nm, the value there becomes 0.032. Equation (4) shows the same doubling: with zero slope at $L$, the solution is $c_0\cosh[\kappa(L-y)]/\cosh\kappa L$. At $y=L$ this is $2/(1+e^{-2\kappa L})\approx2$ times $c_0e^{-\kappa L}$.
- *Segregation.* Copper dissolves poorly in TiN, so enrichment at boundaries is plausible and A1 is open to doubt. If the slab holds $k$ times the adjacent crystal concentration, $\delta$ in (1) becomes $k\delta$ when $c_b$ denotes the crystal-side value, and $\kappa$ falls by a factor $\sqrt k$. Storage in the slab grows $k$ times too, so A3 now needs $\sqrt{Dt}\gg k\delta$. For $k=5$ the ratio $\sqrt{Dt}/(k\delta)$ is only 2.4, so storage must be kept, as it is in the full slab model. For this $k$, with the surface crystal concentration held at $c_0$, the full slab gives 0.17, about ten times the unit-segregation value.

The uncertainty in segregation can therefore outweigh the error of Fisher's closure. Real columns also have boundaries on all sides and may coarsen during the anneal, which the parallel-slab model omits.

**Remark 3 (temperature of use).** Take ten years at 400 °C as a deliberately severe service condition; chip wiring runs far cooler. With a rough lattice activation energy of 2.5 eV, $D$ at 400 °C is about $10^{-24}$ cm²/s. After ten years $\sqrt{Dt}\approx0.18$ nm, which is about 0.4 of $\delta$ and less than an atomic spacing. A3 fails, and a continuous lateral profile has lost its meaning, so (3) cannot carry the 900 °C result to these conditions. In the opposite limit, $\sqrt{Dt}\ll\delta$, leakage drops out of (1). What remains is ordinary diffusion along the slab, and Lemma 1 with $x\to y$ and $D\to D_b$ gives

$$c_b=c_0\,\mathrm{erfc}\frac{y}{2\sqrt{D_bt}}.$$

Penetration then grows as $t^{1/2}$ instead of $t^{1/4}$. At a ratio of 0.4 this limit is not cleanly reached either. The ratio depends strongly on the assumed activation energy: 2.0 eV gives $\sqrt{Dt}\approx1.1$ nm, a ratio of about 2.3, and 3.0 eV gives 0.03 nm, a ratio of about 0.06. In none of these cases is $\sqrt{Dt}\gg\delta$.

## Table of computed values

```
Cu in TiN: rough model inputs; concentrations are c/c0
anneal temperature = 900 C; time = 3600 s
crystal diffusivity D = 1.0e-16 cm2/s
boundary diffusivity D_b = 1.0e-12 cm2/s
boundary width delta = 0.50 nm
film thickness = 500 nm; column width = 40 nm
lateral length sqrt(Dt) = 6.000 nm
sqrt(Dt)/delta = 12.00 (dimensionless)
beta = 416.67 (dimensionless)
kappa^2 D t = 1.354e-03 (dimensionless)
wall flux/c0, numerical = 9.402996e-04 nm/s
wall flux/c0, formula = 9.403160e-04 nm/s
Fisher kappa = 0.006133 1/nm
Fisher decay length = 163.05 nm = 0.1631 um
relative drop across half slab = 1.18e-06 (dimensionless)
depth 150 nm: kappa*y = 0.9199, s = 1.2247
  Fisher c/c0 = 0.39854
  history-corrected G = 0.34277
  Fisher excess over G = 16.3 %
  true/Fisher leakage at same c_b = 1.381
  numerical lateral, no storage c/c0 = 0.34253
  numerical lateral, with storage c/c0 = 0.33765
  numerical full isolated slab c/c0 = 0.33828
depth 300 nm: kappa*y = 1.8399, s = 2.4495
  Fisher c/c0 = 0.15884
  history-corrected G = 0.10357
  Fisher excess over G = 53.4 %
  true/Fisher leakage at same c_b = 1.729
  numerical lateral, no storage c/c0 = 0.10340
  numerical lateral, with storage c/c0 = 0.09897
  numerical full isolated slab c/c0 = 0.09920
depth 500 nm: kappa*y = 3.0665, s = 4.0825
  Fisher c/c0 = 0.04659
  history-corrected G = 0.01781
  Fisher excess over G = 161.6 %
  true/Fisher leakage at same c_b = 2.157
  numerical lateral, no storage c/c0 = 0.01776
  numerical lateral, with storage c/c0 = 0.01596
  numerical full isolated slab c/c0 = 0.01600
time/16, depth 250 nm: lateral c/c0 = 0.01775
initial slope in s: G 0.8160, Fisher 0.7511
At 500 nm, changes to the full isolated slab model:
  column width 40 nm: c/c0 = 0.01600
  column width 10 nm: c/c0 = 0.02296
  blocking back interface: c/c0 = 0.03205
  segregation 5: crystal-side c/c0 = 0.16769
input delta*D_b = 50.00 nm3/s
delta*D_b from Fisher slope, 150-500 nm = 24.75 nm3/s
inferred/input delta*D_b = 0.495
rough lattice activation energy = 2.5 eV
D at 400 C = 1.05e-24 cm2/s
sqrt(Dt) at 400 C, 10 years = 0.182 nm
its ratio to delta = 0.365 (dimensionless)
```
